# Sinusoidal Ripple and Dielectric Breakdown Life in the Exponential Field Model: test program

```python
# Result under test: if a dielectric has DC life tau(E) = tau0*exp(-gamma*E)
# and damage adds as dD/dt = 1/tau(E(t)), a field E0 + E1*sin(omega*t + phase)
# with E1 <= E0 raises the period-averaged damage rate by I0(gamma*E1).
# gamma: field acceleration (cm/MV); E0, E1: mean field and amplitude (MV/cm);
# z = gamma*E1; I0: modified Bessel function of order zero; failure at D = 1.
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, solve_ivp
from scipy.optimize import brentq
from scipy.special import i0


def cycle_average(function):
    """Average over one period, split at the crest, zero and trough."""
    edges = [0, math.pi / 2, math.pi, 3 * math.pi / 2, 2 * math.pi]
    total = sum(quad(function, a, b, epsabs=1e-12, epsrel=1e-11)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return total / (2 * math.pi)


# ---------- example inputs (rough typical values or chosen) ----------
spacing_nm = 40.0
bias_V = 14.0
ripple_V = 2.0
frequency_Hz = 50.0
gamma = 4.0                 # cm/MV
test_T = 125.0 + const.zero_Celsius
dc_life_s = 1.0e4
permittivity = 2.7          # relative
rapid_breakdown = 7.0       # MV/cm, rough
activation_eV = 0.5         # effective value at the test field, rough
lag_s = 1.0e-3
gap_loss_nm = 4.0
trap_cm2 = 1.0e11
use_T = 105.0 + const.zero_Celsius
use_bias_V, use_ripple_V = 1.0, 0.1


def field_MV_cm(voltage, gap_nm):
    return voltage / (gap_nm * 1e-9) / 1e8


E0 = field_MV_cm(bias_V, spacing_nm)
E1 = field_MV_cm(ripple_V, spacing_nm)
z = gamma * E1
assert 0 < E1 < E0

# ---------- main average: quadrature of the rate against I0 ----------
for amplitude in (0.05, 0.5, 1.5, 3.0):
    for phase in (0.0, 0.7, 2.9):
        measured = cycle_average(lambda th: math.exp(
            gamma * (E0 + amplitude * math.sin(th + phase))))
        predicted = math.exp(gamma * E0) * i0(gamma * amplitude)
        assert abs(measured / predicted - 1) < 1e-8
enhancement = cycle_average(lambda th: math.exp(z * math.sin(th)))
assert abs(enhancement / i0(z) - 1) < 1e-9

# ---------- even and odd moments of the sine, exact integration ----------
angle = sp.symbols("angle", real=True)
for m in range(5):
    even = sp.integrate(sp.sin(angle)**(2 * m), (angle, 0, 2 * sp.pi))
    expected = sp.factorial(2 * m) / (4**m * sp.factorial(m)**2)
    assert sp.simplify(even / (2 * sp.pi) - expected) == 0
    odd = sp.integrate(sp.sin(angle)**(2 * m + 1), (angle, 0, 2 * sp.pi))
    assert sp.simplify(odd) == 0
series_terms = [(z / 2)**(2 * m) / math.factorial(m)**2 for m in range(20)]
assert abs(sum(series_terms) / enhancement - 1) < 1e-9

# ---------- small and large ripple limits ----------
small = 0.2
small_average = cycle_average(lambda th: math.exp(small * math.sin(th)))
quartic = (small_average - 1 - small**2 / 4) / small**4
assert abs(quartic * 64 - 1) < 5e-3     # next term is z^2/36 relative
large = 40.0
scaled = cycle_average(lambda th: math.exp(large * (math.sin(th) - 1)))
crest_ratio = scaled * math.sqrt(2 * math.pi * large)
assert abs(crest_ratio - 1) < 1 / (7 * large)   # leading error is 1/(8z)


# ---------- failure time from accumulated damage, short lives ----------
def failure_periods(dc_life_periods, strength, phase):
    count = math.ceil(dc_life_periods) + 1
    time = np.linspace(0, count, 2000 * count + 1)
    rate = np.exp(strength * np.sin(2 * np.pi * time + phase))
    damage = cumulative_trapezoid(rate / dc_life_periods, time, initial=0)
    return float(np.interp(1.0, damage, time))


short_life = 25.3
largest_shift = {}
for strength in (0.5, z, 5.0):
    averaged = short_life / i0(strength)
    shifts = []
    for phase in np.linspace(0, 2 * np.pi, 24, endpoint=False):
        actual = failure_periods(short_life, strength, phase)
        assert math.floor(actual) == math.floor(averaged)
        shifts.append(abs(actual - averaged))
    largest_shift[strength] = max(shifts)
    assert largest_shift[strength] < 1

# ---------- equivalent DC field and the rms-field trap ----------
E_equivalent = E0 + math.log(i0(z)) / gamma
root = brentq(lambda E: math.exp(gamma * (E - E0)) - enhancement,
              E0, E0 + E1, xtol=1e-13)
assert abs(root - E_equivalent) < 1e-8
E_rms = math.sqrt(cycle_average(lambda th: (E0 + E1 * math.sin(th))**2))
assert abs(E_rms - math.sqrt(E0**2 + E1**2 / 2)) < 1e-9
rms_factor = math.exp(gamma * (E_rms - E0))
assert rms_factor < enhancement

# ---------- averaged lifetime and polarity reversal ----------
life_average = cycle_average(lambda th: math.exp(-z * math.sin(th)))
assert abs(life_average / i0(z) - 1) < 1e-9
upper_part = quad(lambda th: math.exp(z * math.sin(th)),
                  0, math.pi)[0] / (2 * math.pi)
upper_share = upper_part / enhancement
bipolar = cycle_average(lambda th: math.exp(z * abs(math.sin(th))))
assert abs(bipolar / (2 * upper_part) - 1) < 1e-8
assert bipolar > 1.2 * i0(z)

# ---------- other field laws, log-rate slope matched at E0 ----------
log_rates = {
    "sqrt(E) law": lambda E: 2 * gamma * math.sqrt(E0 * E),
    "power law": lambda E: gamma * E0 * math.log(E),
    "1/E law": lambda E: -gamma * E0**2 / E,
}
law_factor = {}
for name, log_rate in log_rates.items():
    step = 1e-4
    slope = (log_rate(E0 + step) - log_rate(E0 - step)) / (2 * step)
    assert abs(slope / gamma - 1) < 1e-6
    law_factor[name] = cycle_average(lambda th: math.exp(
        log_rate(E0 + E1 * math.sin(th)) - log_rate(E0)))
    assert law_factor[name] < enhancement

# ---------- first-order lag of the effective field ----------
omega_lag = 2 * math.pi * frequency_Hz * lag_s
lag_factor = i0(z / math.sqrt(1 + omega_lag**2))
last_cycle = 2 * np.pi * (10 + np.arange(400) / 400)
lagged = solve_ivp(lambda th, y: (np.sin(th) - y) / omega_lag,
                   (0, 22 * np.pi), [0.0], method="DOP853",
                   t_eval=last_cycle, rtol=1e-9, atol=1e-11)
assert lagged.success
assert abs(np.mean(np.exp(z * lagged.y[0])) / lag_factor - 1) < 1e-5

# ---------- trapped sheet at midgap: formula against Poisson solution ----------
epsilon = permittivity * const.epsilon_0
sheet_charge = const.e * trap_cm2 * 1e4
trap_field = sheet_charge / (2 * epsilon) / 1e8
intervals = 200
h = spacing_nm * 1e-9 / intervals
matrix = (np.diag(-2 * np.ones(intervals - 1))
          + np.diag(np.ones(intervals - 2), 1)
          + np.diag(np.ones(intervals - 2), -1))
source = np.zeros(intervals - 1)
source[intervals // 2 - 1] = -sheet_charge * h / epsilon
source[-1] -= bias_V
potential = np.concatenate(([0.0], np.linalg.solve(matrix, source), [bias_V]))
electrode_field = np.max(np.abs(np.diff(potential))) / h / 1e8
assert abs((electrode_field - E0) / trap_field - 1) < 1e-6
trap_factor = math.exp(gamma * trap_field)
trap_equal_cm2 = trap_cm2 * math.log(i0(z)) / (gamma * trap_field)

# ---------- remaining sizes and the use condition ----------
narrow_gap = spacing_nm - gap_loss_nm
narrow_z = gamma * field_MV_cm(ripple_V, narrow_gap)
narrow_factor = cycle_average(lambda th: math.exp(narrow_z * math.sin(th)))
k_eV = const.k / const.e
kelvin_factor = math.exp(activation_eV / k_eV * (1 / test_T - 1 / (test_T + 1)))
dipole_e_angstrom = gamma * 1e-8 * k_eV * test_T * 1e10
use_gamma = gamma * test_T / use_T
use_E0 = field_MV_cm(use_bias_V, spacing_nm)
use_E1 = field_MV_cm(use_ripple_V, spacing_nm)
use_z = use_gamma * use_E1
use_factor = cycle_average(lambda th: math.exp(use_z * math.sin(th)))
ripple_life = dc_life_s / enhancement

print(f"Line spacing: {spacing_nm:.0f} nm")
print(f"DC bias: {bias_V:.0f} V; ripple amplitude: {ripple_V:.0f} V")
print(f"Ripple frequency: {frequency_Hz:.0f} Hz")
print(f"Ripple period: {1 / frequency_Hz:.3f} s")
print(f"Test temperature: {test_T:.2f} K")
print(f"Field acceleration gamma: {gamma:.1f} cm/MV")
print(f"Effective dipole gamma*k*T: {dipole_e_angstrom:.1f} e*angstrom")
print(f"Mean field E0: {E0:.3f} MV/cm")
print(f"Ripple field amplitude E1: {E1:.3f} MV/cm")
print(f"z = gamma*E1: {z:.3f} (no unit)")
print("First five series terms:", " ".join(f"{t:.5f}" for t in series_terms[:5]))
print(f"Enhancement by quadrature: {enhancement:.6f}")
print(f"Enhancement I0(z): {i0(z):.6f}")
print(f"Small-z estimate 1+z^2/4+z^4/64: {1 + z**2 / 4 + z**4 / 64:.4f}")
print(f"Large-z estimate: {math.exp(z) / math.sqrt(2 * math.pi * z):.4f}")
print(f"DC life at E0 (chosen): {dc_life_s:.0f} s")
print(f"Life with ripple: {ripple_life:.1f} s = {ripple_life / 3600:.3f} h")
print(f"Ripple periods before failure: {ripple_life * frequency_Hz:.0f}")
print(f"Short-life test, DC life: {short_life:.1f} periods")
print(f"Short-life test, averaged life: {short_life / i0(z):.3f} periods")
print(f"Short-life test, largest shift: {largest_shift[z]:.3f} periods")
print(f"Equivalent DC field: {E_equivalent:.4f} MV/cm")
print(f"RMS field: {E_rms:.4f} MV/cm")
print(f"Enhancement wrongly taken from RMS field: {rms_factor:.4f}")
print(f"Life wrongly taken by averaging tau: {dc_life_s * life_average:.0f} s")
print(f"Damage share of upper half-cycle: {100 * upper_share:.1f} %")
print(f"Pure AC, same z, rate in |E|, over zero-field rate: {bipolar:.4f}")
print(f"Peak rate over DC rate: {math.exp(z):.3f}")
for name, value in law_factor.items():
    print(f"Enhancement, {name}, matched slope: {value:.4f}")
print(f"Response lag: {1e3 * lag_s:.1f} ms; omega*lag: {omega_lag:.4f}")
print(f"Enhancement with this lag: {lag_factor:.4f}")
print(f"Locally narrowed gap: {narrow_gap:.0f} nm; local z: {narrow_z:.4f}")
print(f"Enhancement in narrowed gap: {narrow_factor:.4f}")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Trapped-sheet difference: {trap_cm2:.1e} cm^-2")
print(f"Electrode field change from sheet: {trap_field:.4f} MV/cm")
print(f"Damage-rate factor from sheet: {trap_factor:.4f}")
print(f"Sheet density matching ripple effect: {trap_equal_cm2:.2e} cm^-2")
print(f"Effective activation energy (rough): {activation_eV:.1f} eV")
print(f"Damage-rate factor for 1 K rise: {kelvin_factor:.4f}")
print(f"Peak field: {E0 + E1:.2f} MV/cm")
print(f"Rapid-breakdown field (rough): {rapid_breakdown:.0f} MV/cm")
print(f"Peak over rapid-breakdown field: {(E0 + E1) / rapid_breakdown:.2f}")
print(f"Use bias: {use_bias_V:.1f} V; use ripple: {use_ripple_V:.1f} V")
print(f"Use temperature: {use_T:.2f} K; gamma there: {use_gamma:.3f} cm/MV")
print(f"Use mean field: {use_E0:.3f} MV/cm; amplitude: {use_E1:.3f} MV/cm")
print(f"Use z: {use_z:.4f}; use enhancement: {use_factor:.5f}")
print("every check passed")
```

Running it gives:

```
Line spacing: 40 nm
DC bias: 14 V; ripple amplitude: 2 V
Ripple frequency: 50 Hz
Ripple period: 0.020 s
Test temperature: 398.15 K
Field acceleration gamma: 4.0 cm/MV
Effective dipole gamma*k*T: 13.7 e*angstrom
Mean field E0: 3.500 MV/cm
Ripple field amplitude E1: 0.500 MV/cm
z = gamma*E1: 2.000 (no unit)
First five series terms: 1.00000 1.00000 0.25000 0.02778 0.00174
Enhancement by quadrature: 2.279585
Enhancement I0(z): 2.279585
Small-z estimate 1+z^2/4+z^4/64: 2.2500
Large-z estimate: 2.0844
DC life at E0 (chosen): 10000 s
Life with ripple: 4386.8 s = 1.219 h
Ripple periods before failure: 219338
Short-life test, DC life: 25.3 periods
Short-life test, averaged life: 11.099 periods
Short-life test, largest shift: 0.442 periods
Equivalent DC field: 3.7060 MV/cm
RMS field: 3.5178 MV/cm
Enhancement wrongly taken from RMS field: 1.0738
Life wrongly taken by averaging tau: 22796 s
Damage share of upper half-cycle: 92.5 %
Pure AC, same z, rate in |E|, over zero-field rate: 4.2170
Peak rate over DC rate: 7.389
Enhancement, sqrt(E) law, matched slope: 2.1821
Enhancement, power law, matched slope: 2.0930
Enhancement, 1/E law, matched slope: 1.9365
Response lag: 1.0 ms; omega*lag: 0.3142
Enhancement with this lag: 2.1395
Locally narrowed gap: 36 nm; local z: 2.2222
Enhancement in narrowed gap: 2.6721
Relative permittivity: 2.7
Trapped-sheet difference: 1.0e+11 cm^-2
Electrode field change from sheet: 0.0335 MV/cm
Damage-rate factor from sheet: 1.1434
Sheet density matching ripple effect: 6.15e+11 cm^-2
Effective activation energy (rough): 0.5 eV
Damage-rate factor for 1 K rise: 1.0372
Peak field: 4.00 MV/cm
Rapid-breakdown field (rough): 7 MV/cm
Peak over rapid-breakdown field: 0.57
Use bias: 1.0 V; use ripple: 0.1 V
Use temperature: 378.15 K; gamma there: 4.212 cm/MV
Use mean field: 0.250 MV/cm; amplitude: 0.025 MV/cm
Use z: 0.1053; use enhancement: 1.00277
every check passed
```
